\section*{Vanishing Interlayer Coupling of Conduction States at K in 2H Bilayers}

In a tight-binding model of a 2H bilayer with rough MoS$_2$ dimensions, the valence states of the two layers at the Brillouin-zone corner $K$ are coupled by $6.1$ meV, while the conduction states are coupled by $2\times10^{-17}$ eV, which is rounding error. If the metal atoms of the second layer are placed directly above those of the first, at the same layer spacing, the conduction coupling becomes $20$ meV. The orbitals therefore do reach across the gap, and something cancels their contributions when the metals are laterally offset. That something is the threefold rotation axis.

Let $a$ be the lattice constant and take
\begin{equation}
\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right),\qquad
\mathbf K=\frac{4\pi}{3a}(1,0).
\end{equation}
The lateral sites are $A=\mathbf 0$, $B=(\mathbf a_1+\mathbf a_2)/3=(a/2,\,a/2\sqrt3)$ and $C=2B$. The lower layer has its metal at $A$ and its two chalcogens at $B$. The upper layer is the same monolayer turned by $180^\circ$, with metal at $B$ and chalcogens at $A$, so that metals face chalcogens. Spin is left out at first.

Let $C_3$ be the rotation by $120^\circ$ about the vertical axis through $A$. It maps the $A$ sublattice to itself. For the $B$ sublattice, direct multiplication gives
\begin{equation}
C_3B=\left(-\tfrac a2,\tfrac{a}{2\sqrt3}\right)=B-\mathbf a_1,\qquad
C_3^2B=\left(0,-\tfrac{a}{\sqrt3}\right)=B-\mathbf a_2 ,
\end{equation}
so a $B$ site goes to another $B$ site. The rotation is a symmetry of the whole bilayer. It also leaves the crystal momentum $\mathbf K$ unchanged up to a reciprocal vector:
\begin{equation}
\mathbf G=C_3\mathbf K-\mathbf K=\frac{2\pi}{a}\left(-1,\tfrac{1}{\sqrt3}\right),\qquad
\mathbf G\cdot\mathbf a_1=-2\pi,\quad \mathbf G\cdot\mathbf a_2=0 .
\end{equation}
States at $K$ can thus be labelled by their eigenvalue under $C_3$.

To find that label, form a Bloch sum from orbitals $\varphi_m$ of angular momentum $m$ about the vertical, centred on the sublattice $\boldsymbol\tau$:
\begin{equation}
\Phi_{\tau m}(\mathbf r)=\frac{1}{\sqrt N}\sum_{\mathbf R}e^{i\mathbf K\cdot(\mathbf R+\boldsymbol\tau)}
\varphi_m(\mathbf r-\mathbf R-\boldsymbol\tau).
\end{equation}
Heights are understood, since the rotation does not change them. A rotated function is $(C_3\Phi)(\mathbf r)=\Phi(C_3^{-1}\mathbf r)$, and because $\varphi_m\propto e^{im\phi}$, one has $\varphi_m(C_3^{-1}\mathbf r)=e^{-2\pi im/3}\varphi_m(\mathbf r)$. Hence
\begin{equation}
C_3\Phi_{\tau m}=\frac{e^{-2\pi im/3}}{\sqrt N}\sum_{\mathbf R}e^{i\mathbf K\cdot(\mathbf R+\boldsymbol\tau)}
\varphi_m\big(\mathbf r-C_3(\mathbf R+\boldsymbol\tau)\big).
\end{equation}
Now relabel the sites by $\mathbf R'+\boldsymbol\tau=C_3(\mathbf R+\boldsymbol\tau)$. A scalar product is unchanged when both vectors are rotated, so
\begin{equation}
\mathbf K\cdot(\mathbf R+\boldsymbol\tau)=(C_3\mathbf K)\cdot(\mathbf R'+\boldsymbol\tau)
=\mathbf K\cdot(\mathbf R'+\boldsymbol\tau)+\mathbf G\cdot\mathbf R'+\mathbf G\cdot\boldsymbol\tau .
\end{equation}
The term $\mathbf G\cdot\mathbf R'$ is a multiple of $2\pi$ and drops out. What remains is
\begin{equation}
C_3\Phi_{\tau m}=\lambda\,\Phi_{\tau m},\qquad
\lambda=e^{i\mathbf G\cdot\boldsymbol\tau}\,e^{-2\pi im/3}. \label{lam}
\end{equation}
The first factor comes from where the atom sits, the second from the shape of its orbital. With $\omega=e^{2\pi i/3}$, the site factor is $1$ on $A$, and on $B$ it is $\omega^*$, because $\mathbf G\cdot B=2\pi(-\tfrac12+\tfrac16)=-2\pi/3$.

The $d_{z^2}$ orbital has $m=0$. Its Bloch sum has $\lambda=1$ in the lower layer and $\lambda=\omega^*$ in the upper one. The true conduction state $c$ of a layer also contains chalcogen $p$ orbitals; in the model its $d_{z^2}$ weight is $0.84$. This does not alter the label. The Hamiltonian of one layer commutes with $C_3$, and $c$ is nondegenerate at $K$, so it is an eigenstate of $C_3$ and all its components share one eigenvalue. By Eq.~\eqref{lam}, the admixed $p$ orbital must have $m=-1$ in the lower layer, where $\omega^*\omega=1$, and $m=+1$ in the upper layer, where $1\cdot\omega^{-1}=\omega^*$. The computed rotation phases of the complete states are $0^\circ$ and $-120^\circ$, as required.

Let $H$ be the one-electron Hamiltonian of the bilayer. Since $C_3$ is unitary and $C_3^\dagger HC_3=H$,
\begin{equation}
\langle c_L|H|c_U\rangle=\langle C_3c_L|H|C_3c_U\rangle
=\lambda_L^*\lambda_U\langle c_L|H|c_U\rangle=\omega^*\langle c_L|H|c_U\rangle .
\end{equation}
Therefore
\begin{equation}
(1-\omega^*)\langle c_L|H|c_U\rangle=0\quad\Longrightarrow\quad \langle c_L|H|c_U\rangle=0,
\end{equation}
because $\omega^*\neq1$. Nothing was assumed about the range or strength of the hopping. With $H$ replaced by the identity, the same lines show that the overlap $\langle c_L|c_U\rangle$ vanishes too.

An indirect route, from $c_L$ through other bands to $c_U$, fares no better. Let $P$ project on the two conduction states and $Q=1-P$. Eliminating the $Q$ part of the Schr\"odinger equation at energy $E$ gives
\begin{equation}
H_{\rm eff}(E)=PHP+PHQ\,(E-QHQ)^{-1}\,QHP .
\end{equation}
Both $c_L$ and $c_U$ are eigenstates of $C_3$, so $P$ and $Q$ commute with it, and so does every factor above. The off-diagonal element of $H_{\rm eff}$ vanishes by the same argument, to all orders in the interlayer hopping. In the full diagonalization of the bilayer the conduction doublet at $K$ is split by $3\times10^{-15}$ eV, again rounding error.

This is a statement about the coupling of $c_L$ to $c_U$, not about perfect confinement to one layer. The state $c_L$ may mix with upper-layer states that have $\lambda=1$, for instance metal $d$ orbitals with $m=+2$, for which $\omega^*\omega^{-2}=1$. In the model this mixing places $0.2\%$ of the conduction state in the other layer and lowers both members of the doublet by $2.3$ meV. The part in the other layer has no overlap with that layer's conduction state.

The cancellation can be seen directly in the metal-metal hopping. A lower metal has three nearest upper metals, at lateral displacements $B$, $B-\mathbf a_1$ and $B-\mathbf a_2$. They are related by rotation, so the $d_{z^2}$--$d_{z^2}$ hopping $t_1$ is the same for each. With $\mathbf K\cdot B=2\pi/3$, $\mathbf K\cdot\mathbf a_1=4\pi/3$ and $\mathbf K\cdot\mathbf a_2=2\pi/3$, the Bloch phases are $120^\circ$, $-120^\circ$ and $0^\circ$, and
\begin{equation}
t_1(\omega+\omega^*+1)=0 .
\end{equation}
More distant metals also come in threes, since no displacement $B+\mathbf R$ is zero, and each rotation multiplies the phase by the same factor $\omega$. Every triple cancels separately. For eclipsed metals the displacements are lattice vectors, the phases within each triple are equal, so its three contributions add instead of cancelling.

The valence states show that the layers are not decoupled in general. They consist mainly of $d_{x^2-y^2}\pm id_{xy}$, with weight $0.97$ in the model. Their computed rotation phase is $120^\circ$ in both layers. In the lower layer this means $m=+2$, since $\omega^{-2}=\omega$. Turning a layer by $180^\circ$ exchanges $K$ and $-K$, and time reversal relates the states at these points by $m\to-m$, so the upper layer has $m=-2$ at $K$ and $\lambda=\omega^*\omega^{2}=\omega$. The change of orbital angular momentum compensates the change of site, and coupling is allowed. The $d_{z^2}$ state has no angular momentum with which to compensate.

The cause is thus the offset of the metals to a different threefold site, not the $180^\circ$ turn. In 3R stacking the upper layer is shifted without being turned, with metal at $B$ and chalcogens at $C$. The upper conduction state again has $\lambda=\omega^*$, and the computed coupling is again zero to rounding. In the eclipsed arrangement quoted at the start, the upper layer is turned but its metal is at $A$, so $\lambda=1$ in both layers.

Away from $K$ the protection is lost gradually. Write the wave vector as $\mathbf K+\mathbf q$. As basis take the two exact doublet states of the bilayer at $K$, carried to nearby wave vectors by the factor $e^{i\mathbf q\cdot\mathbf r}$. They include the small admixtures found above but have the same eigenvalues $\lambda_L$ and $\lambda_U$, so they are still called $c_L$ and $c_U$ in this calculation. Let $H(\mathbf q)$ be the Hamiltonian at $\mathbf K+\mathbf q$ with all other states eliminated as before, at the doublet energy, and let $t(\mathbf q)=\langle c_L|H(\mathbf q)|c_U\rangle$. The exact states are not coupled to the others at $\mathbf q=0$, so the elimination changes $t$ only at second order in $q$. It also respects the rotation, which gives $H(C_3\mathbf q)=C_3H(\mathbf q)C_3^{-1}$, hence
\begin{equation}
t(C_3\mathbf q)=\langle C_3^{-1}c_L|H(\mathbf q)|C_3^{-1}c_U\rangle
=\lambda_L\lambda_U^*\,t(\mathbf q)=\omega\,t(\mathbf q). \label{cov}
\end{equation}
The general linear form is $t=\alpha q_++\beta q_-$ with $q_\pm=q_x\pm iq_y$. Under rotation $q_+\to\omega q_+$ and $q_-\to\omega^*q_-$, so Eq.~\eqref{cov} requires $\beta=0$ and
\begin{equation}
|t(\mathbf q)|=\gamma q+O(q^2),\qquad \gamma=|\alpha| ,
\end{equation}
independent of direction at leading order.

The nearest metal paths give an explicit case. Their displacements have length $a/\sqrt3$ and angles $\phi_j=30^\circ,150^\circ,270^\circ$, with phases $\theta_j=120^\circ,240^\circ,360^\circ$ at $K$. For $\mathbf q$ at angle $\theta$, expanding the exponentials to first order gives
\begin{align}
t&\simeq t_1\,i\,\frac{aq}{\sqrt3}\sum_j e^{i\theta_j}\cos(\theta-\phi_j)\nonumber\\
&=t_1\,i\,\frac{aq}{2\sqrt3}\Big[e^{i\theta}\sum_je^{i(\theta_j-\phi_j)}
+e^{-i\theta}\sum_je^{i(\theta_j+\phi_j)}\Big].
\end{align}
In the first sum every angle is $90^\circ$, so it equals $3i$. In the second the angles are $150^\circ$, $30^\circ$ and $270^\circ$, and it vanishes. Thus $t\simeq-(\sqrt3/2)\,a\,t_1q_+$, and these paths alone contribute $\gamma=\sqrt3\,a|t_1|/2$.

The splitting follows from one more symmetry. Space inversion about the point midway between the layers and midway between $A$ and $B$ exchanges the layers and reverses the wave vector; time reversal reverses it back. Their product exchanges the layers at fixed $\mathbf q$, so without spin the two diagonal energies are equal. The matrix with diagonal $\varepsilon$ and off-diagonal $t$ has eigenvalues $\varepsilon\pm|t|$, split by $2\gamma q$ at leading order.

The numbers come from a model with $a=0.32$ nm, layer spacing $0.62$ nm, and all metal $d$ and chalcogen $p$ orbitals, taken as orthogonal. Two-centre hoppings decay as $e^{-r/0.05\,{\rm nm}}$. The bilayer diagonalization gives $\gamma=11.9$ meV\,nm, varying by $0.14\%$ over seven directions at $q=0.002$ nm$^{-1}$. Direct metal-metal hopping explains little of it. The distance is $\sqrt{0.62^2+0.185^2}=0.647$ nm, and the largest $dd$ parameter is $0.8$ eV at $0.32$ nm, so $|t_1|\le0.8\,e^{-0.327/0.05}$ eV $\approx1.2$ meV. Its share of $\gamma$ is at most $0.277\times1.2\approx0.3$ meV\,nm. The rest comes mainly from hops that involve the chalcogen orbitals, and much of it from the way each layer's conduction state changes with $\mathbf q$. Separate-layer states kept in their form at $K$ give a slope of only $1.6$ meV\,nm, while those calculated at $\mathbf K+\mathbf q$ give $11.9$ meV\,nm. All these contributions obey the same rule.

For electrons in the $K$ valley with a mass of $0.5$ electron masses at $300$ K, setting $\hbar^2q^2/2m=k_BT$ gives $q=0.58$ nm$^{-1}$. The linear law predicts a spinless splitting of $2\times11.9\times0.58\approx14$ meV; the diagonalization along $x$ gives $10.7$ meV. At a density of $5\times10^{12}$ cm$^{-2}$, shared among two valleys, two spins and two layers, $k_F=\sqrt{4\pi n/8}=0.28$ nm$^{-1}$, and the corresponding values are $6.7$ and $5.9$ meV. Equal sharing ignores the spin-orbit splitting introduced below, and the Fermi energy of about $6$ meV is well below $k_BT$ at $300$ K, where the gas is nondegenerate, so this $k_F$ is only a low-temperature reference value. The computed splittings fall below the linear law by $23\%$ and $11\%$ of its value, in proportion to $q$. This is what a quadratic term would produce. Equation~\eqref{cov} allows $q_-^2$, since $(\omega^*)^2=\omega$, and its interference with $\alpha q_+$ changes sign when $\mathbf q$ is reversed. Along $-x$ the splitting at the thermal wave vector is indeed above the linear value, at $16.5$ meV. The exact zero at $K$ is therefore compatible with a coupling of several meV for thermal electrons around it.

Spin adds a subtlety. A $120^\circ$ rotation multiplies spin up by $e^{-i\pi/3}$ and spin down by $e^{i\pi/3}$. The four conduction states, named by their dominant spin, have
\begin{equation}
\lambda_{L\uparrow}=e^{-i\pi/3},\quad \lambda_{L\downarrow}=e^{i\pi/3},\quad
\lambda_{U\uparrow}=-1,\quad \lambda_{U\downarrow}=e^{-i\pi/3}.
\end{equation}
Same-spin coupling between the layers remains forbidden, but $C_3$ permits $L\!\uparrow$ to couple to $U\!\downarrow$. Here the product $\Theta$ of inversion and time reversal intervenes. It is antiunitary, commutes with $H$, has $\Theta^2=-1$, and takes $c_{L\uparrow}$ to $c_{U\downarrow}$ up to a phase. For an antiunitary operator $\langle f|g\rangle=\langle\Theta g|\Theta f\rangle$, so with $\psi=c_{L\uparrow}$
\begin{equation}
\langle\psi|H\Theta\psi\rangle=\langle\Theta H\Theta\psi|\Theta\psi\rangle
=\langle H\Theta^2\psi|\Theta\psi\rangle=-\langle\psi|H\Theta\psi\rangle=0 .
\end{equation}
With spin-orbit coupling included, all four interlayer elements in the model are below $10^{-16}$ eV.

A perpendicular electric field removes inversion but keeps $C_3$. For a field of $1$ MV/cm inside the bilayer, the $L\!\uparrow$--$U\!\downarrow$ element becomes $25$ $\mu$eV, while the other three stay at rounding level. The field also offsets the layers by $62$ meV, so the resulting admixture has amplitude $25\times10^{-6}/0.062\approx4\times10^{-4}$, which is negligible.

Spin-orbit coupling further separates the layers for electrons near $K$. At $K$ it splits the conduction states of one layer by $\Delta=6.5$ meV, and $\Theta$ makes the spin order opposite in the other. For one spin the layer energies are then $\pm\Delta/2$ about their mean. Neglecting spin mixing, the splitting is $\sqrt{\Delta^2+4|t|^2}$, and the weight in the other layer is $\tfrac12(1-\Delta/\sqrt{\Delta^2+4|t|^2})$, with $\Delta$ and $t$ taken at the same $\mathbf q$. In the model $\Delta$ falls quickly away from $K$ while $|t|$ grows, so the separation is soon lost. Diagonalization with spin, along $+x$, gives a splitting of $8.0$ meV and a weight of $0.17$ at $q=0.28$ nm$^{-1}$, and $10.9$ meV and about $0.4$ at the thermal wave vector.

Distortions that break $C_3$ restore the coupling at $K$ itself. Sliding one layer by $0.01$ nm along $x$ gives $0.66$ meV. Stretching both layers by $1\%$ along $x$, with $K$ moving with the lattice, gives $0.32$ meV. Near $K$ such a distortion adds a constant $t_0$ to $\alpha q_+$. The sum still vanishes where $q_+=-t_0/\alpha$, so a small distortion moves the zero instead of removing it. The estimate of the displacement is $0.66/11.9\approx0.055$ nm$^{-1}$ for the slip and $0.03$ nm$^{-1}$ for the strain; in the full spinless bilayer the zeros lie at $0.053$ and $0.029$ nm$^{-1}$, small beside the thermal wave vector.

Set beside real MoS$_2$, the dimensions are typical, but the energies are only indicative. The separate-layer gap of $1.3$ eV is low, the conduction spin-orbit splitting of $6.5$ meV is about twice the first-principles value of roughly $3$ meV, and the valence coupling of $6$ meV is several times smaller than the tens of meV found in first-principles calculations. The nonzero couplings quoted here depend strongly on the chosen hopping parameters and could be wrong by larger factors. The zeros at $K$ rest on symmetry and persist as long as the conduction state keeps its $d_{z^2}$ character. One assumption that can fail in a device is that the electrons occupy the $K$ valley. Halfway from $\Gamma$ to $K$, rotation leads to an inequivalent wave vector and gives no selection rule. There the model couples the conduction states by $153$ meV, and the lowest empty level at that point lies $0.18$ eV below that at $K$, about seven times $k_BT$ at $300$ K. The band minimum of the model lies lower still, about $0.26$ eV below $K$ at roughly $0.4$ of the way from $\Gamma$ to $K$. Electrons in equilibrium in this model would therefore almost entirely avoid $K$, and any near this halfway point would be shared strongly between the layers. In real bilayers the energy order of these valleys depends on material and strain, so the selection rule can support layer-selective electron transport only where the $K$ valley is the one occupied, and then only for electrons close enough to $K$ that the coupling stays small beside the energy separating the layers. Without a field, that energy is the spin-orbit splitting at fixed spin. A perpendicular field can supply a larger one: with $1$ MV/cm inside the bilayer, the model leaves only about $1$ to $2\%$ of a conduction state in the other layer at the thermal wave vector along $\pm x$. The numerical output lists the parameters and most of the computed values.

\section*{Table of computed values}
\begin{verbatim}
lattice constant: 0.32 nm; layer spacing: 0.62 nm
metal-chalcogen height: 0.16 nm; decay: 0.05 nm
pp sigma, pi: (1.0, -0.4) eV at 0.32 nm
pd sigma, pi: (3.5, -0.8) eV at 0.24 nm
dd sigma, pi, delta: (-0.8, 0.2, 0.2) eV at 0.32 nm
site energies dz2,dxz,dyz,dxy,dx2-y2: [0.0, 0.0, 0.0, -0.8, -0.8] eV
site energy p: -3.0 eV
spin-orbit strength metal, chalcogen: 0.08, 0.05 eV
K wave vector: 13.090 1/nm
separate-layer gap at K: 1.315 eV
dz2 weight of c: 0.843
dxy + dx2-y2 weight of v: 0.969
rotation phase c lower: 0.0 degrees
rotation phase c upper: -120.0 degrees
rotation phase v lower: 120.0 degrees
rotation phase v upper: 120.0 degrees
phases of three metal paths: [120.0, -120.0, 0.0] degrees
bare dz2-dz2 coupling at K: 4.2e-19 eV
c-c coupling at K, 2H: 2.0e-17 eV
v-v coupling at K, 2H: 6.08 meV
c-c coupling at K, metals eclipsed: 19.96 meV
c-c coupling at K, 3R: 2.1e-17 eV
bilayer c doublet splitting at K: 2.7e-15 eV
common c shift by remote bands: -2.26 meV
weight of c-derived state in other layer: 0.00217
its overlap with other layer's c state: 6.4e-18
slope gamma of effective coupling: 11.886 meV nm
spread of slope over directions: 0.141 %
chosen temperature: 300 K; mass: 0.5 electron masses
thermal energy: 25.85 meV
thermal wave vector: 0.582 1/nm
spinless splitting there, along x: 10.706 meV
electron density: 5.0e+12 cm^-2
Fermi wave vector (eightfold): 0.280 1/nm
spinless splitting there, along x: 5.947 meV
c-c coupling at K, slip 0.01 nm: 0.655 meV
c-c coupling at K, strain 1 %: 0.3192 meV
c spin-orbit splitting in one layer: 6.532 meV
largest c-c element with spin-orbit, no field: 3.7e-17 eV
perpendicular field inside bilayer: 1.0 MV/cm
layer energy offset in field: 62.0 meV
lower-up to upper-down in field: 25.396 ueV
lower-down to upper-up in field: 3.8e-17 eV
same-spin c-c element in field: 3.4e-17 eV
coupling halfway Gamma-K: 153.3 meV
lowest empty level there minus that at K: -0.176 eV
\end{verbatim}
